# First-Order Mean Projected Range of Implanted Ions: Choosing the Deflection Setting

In first-order theory, a phosphorus ion entering silicon at 100 keV travels a path of 178 nm before it stops, yet its mean depth is only 132 nm. In that theory the missing 46 nm is forward progress lost because collisions turn the ion away from its initial direction; a fuller treatment of hard collisions makes the loss smaller. How a range calculation treats this turning is a setting. The simplest choice is Biersack's first-order energy equation.

The setting belongs to range and implantation codes, not to programs that solve for electrons. What it takes from electronic structure are two inputs: the potential between ion and target atom, and the drag exerted by the electrons.

## What one collision does

Let the ion have mass $M_1$ and energy $E$, the target atoms mass $M_2$ and number density $N$, and let $\mu=M_2/M_1$. A target atom at rest receives energy $T$; write $t=T/E$. The ion's momentum changes from $p$ to $p'$, with $p'^2=p^2(1-t)$. The recoil momentum $q$ satisfies

$$\frac{q^2}{p^2}=\frac{2M_2T}{2M_1E}=\mu t .$$

If $\psi$ is the laboratory deflection angle, momentum conservation gives $q^2=p^2+p'^2-2pp'\cos\psi$. Division by $p^2$ yields

$$\mu t=2-t-2\sqrt{1-t}\,\cos\psi,\qquad
\cos\psi=\frac{1-(1+\mu)t/2}{\sqrt{1-t}} .$$

The transfer also depends on the centre-of-mass angle $\theta$. With reduced mass $m=M_1M_2/(M_1+M_2)$ and ion speed $v$, the recoil momentum is $q=2mv\sin(\theta/2)$. Dividing $T=q^2/(2M_2)$ by $E=M_1v^2/2$ gives

$$t=\gamma s,\qquad \gamma=\frac{4\mu}{(1+\mu)^2},\qquad s=\sin^2(\theta/2).$$

Now expand $(1-t)^{-1/2}=1+t/2+3t^2/8+\cdots$ and multiply out:

$$\cos\psi=1-\frac{\mu t}{2}+\left[\frac38-\frac{1+\mu}{4}\right]t^2+\cdots
=1-\frac{\mu t}{2}+\frac{1-2\mu}{8}t^2+\cdots .$$

To first order, then, $1-\cos\psi=\mu t/2$. To see when this suffices, take out the leading term and use $t/(4\mu)=s/(1+\mu)^2$:

$$1-\cos\psi=\frac{\mu t}{2}\left[1-\frac{(1-2\mu)s}{(1+\mu)^2}+\cdots\right].$$

For a heavy ion, $\mu\ll1$, the bracket becomes $1-s$. The correction does not vanish with the mass ratio, although $t\le\gamma\approx4\mu$ is then small in every collision. For such an ion the condition for the linear law is therefore $s\ll1$, a small centre-of-mass angle. A small fractional energy loss is not enough.

## The energy equation

Let $R_p(E)$ be the mean distance an ion of energy $E$ advances along its present direction before stopping. The solid is taken as random, uniform and unbounded, so successive collisions are independent and there is no surface. Electrons slow the ion continuously, with stopping power $S_e$, and do not deflect it.

Over a short path $dx$ the ion advances by $dx$. It then either continues, or is scattered with probability $N\,d\sigma\,dx$ into a given class of collisions. After a collision its mean further advance along the new direction is $R_p(E-T)$. The component along the old direction is smaller by the factor $\cos\psi$; the transverse part averages to zero because all azimuths are equally likely. Hence

$$R_p(E)=dx+\left(1-N\,dx\int d\sigma\right)R_p(E-S_e\,dx)+N\,dx\int d\sigma\,\cos\psi\,R_p(E-T).$$

Expand $R_p(E-S_e\,dx)=R_p-S_e\,dx\,R_p'$, drop terms in $dx^2$, cancel $R_p(E)$ and divide by $dx$:

$$S_eR_p'+N\int d\sigma\,[R_p(E)-\cos\psi\,R_p(E-T)]=1 .$$

For soft collisions insert $\cos\psi\approx1-\mu T/(2E)$ and $R_p(E-T)\approx R_p-TR_p'$. To first order in $T$ the square bracket is

$$TR_p'+\frac{\mu T}{2E}R_p .$$

With the nuclear stopping power $S_n=N\int T\,d\sigma$ and $S=S_n+S_e$, this gives

$$\boxed{S\frac{dR_p}{dE}=1-\frac{\mu S_n}{2E}R_p,\qquad R_p(E_{\rm stop})=0.}$$

Forward progress is lost, per unit path, at a rate proportional to the mass ratio and to nuclear stopping, and also to $1/E$. For phosphorus at 100 keV, $\mu=0.9068$ and $S_n=326.8$ eV/nm, so the rate is $0.9068\times326.8/(2\times10^5)=0.00148$ nm$^{-1}$. The energy $E_{\rm stop}$, here 50 eV, is where the ion is counted as stopped.

## The direction hidden in the equation

Define $A=1/S$ and $B=\mu S_n/(2ES)$, so that $R_p'+BR_p=A$. For an initial energy $E_0$ introduce

$$C(E)=\exp\left[-\int_E^{E_0}B(E')\,dE'\right].$$

Since $E$ is the lower limit of the integral, $C'=BC$. Multiplying the range equation by $C$ gives $(CR_p)'=CR_p'+BCR_p=CA$. Integrating from $E_{\rm stop}$ to $E_0$, where $C(E_0)=1$, gives

$$R_p(E_0)=\int_{E_{\rm stop}}^{E_0}\frac{C(E)}{S(E)}\,dE .$$

This has a direct meaning. In the soft-collision model the mean cosine $c$ between the present and initial directions obeys $dc/dx=-(\mu S_n/2E)c$. With $dE=-S\,dx$ this becomes $dc/dE=Bc$, so $c=C$. The path element $dE/S$ is thus weighted by the mean cosine. For phosphorus starting at 100 keV, $C=0.826$ at 50 keV.

Two limits show how the setting acts. If electronic stopping dominates so strongly that $\int B\,dE\ll1$ over the energies that supply most of the path, then $C\approx1$ there and depth approaches path length.

In the other limit $S_e=0$. Let $S_n=kE^r$ with $r<1$, and let $E_{\rm stop}\to0$. The path length is $\int dE/S_n=E^{1-r}/[k(1-r)]$. Trying $R_p=aE^{1-r}$ gives $ka(1-r)=1-\mu ka/2$, so $a=1/[k(1-r+\mu/2)]$ and

$$\frac{R}{R_p}=1+\frac{\mu}{2(1-r)},$$

where $R$ is the path length. Constant nuclear stopping, $r=0$, gives $1+\mu/2=1.453$ for phosphorus. Stopping that rises with energy gives a larger ratio, because the ion makes more of its path at low energy, after it has been turned.

## The two stopping inputs

For nuclear collisions the example uses the Ziegler–Biersack–Littmark universal potential, $V(r)=(Z_1Z_2e^2/r)\,\phi(r/a)$, with

$$\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

Here $e^2$ includes the factor $1/(4\pi\epsilon_0)$, $a_0$ is the Bohr radius, and

$$a=\frac{0.8854a_0}{Z_1^{0.23}+Z_2^{0.23}},\qquad
\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)} .$$

If $b$ is the impact parameter divided by $a$, then $d\sigma=\pi a^2d(b^2)$ and $T=\gamma Es$. Therefore

$$S_n=N\pi a^2\gamma\frac{E}{\varepsilon}s_n(\varepsilon),\qquad
s_n=\varepsilon\int_0^\infty s\,d(b^2).$$

For $\varepsilon<30$ the published fit to this integral is

$$s_n=\frac{\ln(1+1.1383\varepsilon)}{2(\varepsilon+0.01321\varepsilon^{0.21226}+0.19593\varepsilon^{0.5})}.$$

At seven energies from $\varepsilon=0.01$ to 10 it was tested against scattering integrals computed from the potential. The largest difference was 3.5% of the integral.

Electronic stopping is the Lindhard–Scharff formula, a model for slow ions that is adopted here as an input:

$$S_e=\frac{8\pi e^2a_0N Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0},$$

where $v_0$ is the Bohr velocity. Since $v\propto\sqrt E$, phosphorus in silicon has $S_e=0.8776\sqrt{E}$ eV/nm with $E$ in eV.

At 100 keV, $\varepsilon=1.99$. The fit gives $s_n=0.259$ and hence $S_n\approx327$ eV/nm; the second formula gives $S_e=0.8776\times316.2=277.5$ eV/nm. The results at three energies are:

| $E$ (keV) | $S_n$ (eV/nm) | $S_e$ (eV/nm) | path (nm) | $R_p$ (nm) | ratio |
|---:|---:|---:|---:|---:|---:|
| 10 | 435 | 88 | 25.0 | 16.3 | 1.53 |
| 30 | 430 | 152 | 60.7 | 41.5 | 1.46 |
| 100 | 327 | 278 | 178.2 | 132.3 | 1.35 |

The ratio at 10 keV exceeds the constant-stopping value 1.453 even though electronic stopping is present. The formula for $r>0$ accounts for the direction of this excess: at small $\varepsilon$ the numerator of $s_n$ grows linearly and the denominator more slowly, so nuclear stopping rises with energy. At higher energy the ratio falls, by 0.19 between 10 and 100 keV. Most of this fall does not need nuclear stopping to decrease. If $S_n$ is held at its maximum, reached near 16 keV, at all higher energies, the ratio still falls by 0.15, and by 0.11 if $S_e$ is also removed: the low-energy stretch where $S_n$ rises supplies a shrinking share of the path. Electronic stopping lowers $B$ at given $\mu$ and $E$, and the decrease of $S_n$ past its maximum adds about 0.04 to the fall.

## Solving it: grid and cutoff

Choose energies in geometric progression from $E_{\rm stop}$ to $E_0$. Over one interval $h$, with ends labelled 0 and 1, replace the right side of $R_p'=A-BR_p$ by the mean of its end values:

$$\frac{R_1-R_0}{h}=\frac{A_0-B_0R_0+A_1-B_1R_1}{2}.$$

Collecting $R_1$ on the left gives the algorithm:

$$R_1=\frac{R_0(1-hB_0/2)+h(A_0+A_1)/2}{1+hB_1/2}.$$

Start with $R=0$, evaluate $A$ and $B$ at each new energy, and repeat. In a 25-step calculation for phosphorus the last interval runs from 73,783.42 to 100,000 eV, so $h/2=13{,}108.29$ eV. The inputs are $R_0=97.7304$ nm, $A_0=1.67124\times10^{-3}$ and $A_1=1.65478\times10^{-3}$ nm/eV, $B_0=3.69661\times10^{-6}$ and $B_1=2.45164\times10^{-6}$ eV$^{-1}$. Thus

$$R_1=\frac{97.7304(1-0.048456)+43.5985}{1+0.032137}
=\frac{136.593}{1.032137}=132.34\ {\rm nm}.$$

An adaptive solution of the differential equation gives 132.346 nm, as does direct integration of the cosine formula. The error of the march is thus about 0.005 nm with 25 steps. Going from 50 to 100 steps reduces it by a factor of 3.95, close to the factor of four expected of a second-order method. Lowering the cutoff from 50 to 5 eV changes the range by 0.04 nm. For this case neither the grid nor the cutoff deserves further effort.

## What hard collisions change

The first-order equation can be judged against the full balance. Suppose $R_p$ is proportional to $E$. A collision then contributes $1-(1-t)\cos\psi$, in units of $R_p(E)$. Using the formula for $\cos\psi$ and $\sqrt{1-t}=1-t/2-t^2/8-\cdots$,

$$1-(1-t)\cos\psi=1-\sqrt{1-t}\left[1-\frac{(1+\mu)t}{2}\right]$$

$$=\left(1+\frac\mu2\right)t-\frac{1+2\mu}{8}t^2+\cdots .$$

The first-order equation keeps the first term. The next is negative for every mass ratio, so at this order, and for a range linear in energy, the first-order equation overstates the loss and gives too small a depth.

A solvable case shows the size. Let $d\sigma\propto E^{-1/2}T^{-3/2}dT$ up to $T=\gamma E$, and let $S_e=0$. Then $S_n\propto E^{-1/2}\int T^{-1/2}dT$ is constant, and both path and depth are linear in $E$. Their ratio is

$$\frac{R}{R_p}=\frac{\int_0^\gamma t^{-3/2}[1-(1-t)\cos\psi]\,dt}{\int_0^\gamma t^{-1/2}\,dt}.$$

For $\mu\ll1$, write the square bracket as $t+(1-t)(1-\cos\psi)$. Since $t$ is at most of order $\mu$, this is $t[1+(\mu/2)(1-s)]$ through relative order $\mu$. The average of $1-s$ with weight $s^{-1/2}$ is $(2-2/3)/2=2/3$, and so

$$\frac{R}{R_p}\approx1+\frac\mu3 .$$

The first-order result was $1+\mu/2$. Even for a very heavy ion, its leading correction is too large by a factor of 3/2 for this cross section. At the phosphorus mass ratio, numerical integration gives 1.320 instead of 1.453, so the first-order depth is 9% below the full result of this special case.

For the universal potential the reference is a Monte Carlo calculation: random flights with a mean length of 0.272 nm, binary collisions with impact parameters up to 0.153 nm, and the same electronic stopping. As a test of the soft-collision theory, all collisions with $s>0.05$ were removed from both sides. The first-order depth for phosphorus at 100 keV was then 340.4 nm and the Monte Carlo mean $341.0\pm0.9$ nm. The mean cosines at 50 keV were 0.908 and 0.909. The large depth reflects the stopping and the turning removed with the hard collisions; it describes no real implant.

With all collisions restored, an intermediate setting can also be examined. It keeps the full angle but expands $R_p(E-T)$ to first order in $T$:

$$\left(S_e+N\int\cos\psi\,T\,d\sigma\right)R_p'+\left[N\int(1-\cos\psi)\,d\sigma\right]R_p=1 .$$

This follows from the transport balance by substitution and is exact in that balance if $R_p$ is linear in $E$. At 100 keV, with nuclear stopping taken from the scattering integrals in both equations:

| ion | $\mu$ | first order (nm) | full angle (nm) | Monte Carlo (nm) |
|---|---:|---:|---:|---:|
| As | 0.375 | 65.9 | 69.7 | $67.9\pm0.4$ |
| P | 0.907 | 132.9 | 140.8 | $139.6\pm0.8$ |
| B | 2.551 | 395.9 | 407.0 | $409.5\pm1.8$ |

The uncertainties are standard errors of the mean. The full balance can also be solved directly on an energy grid, free of sampling noise. That gives 68.3, 140.6 and 406.8 nm for As, P and B, within about 1.5 standard errors of the three means; for phosphorus it does not change when the largest impact parameter is raised from 0.153 to 0.30 nm. Against this direct solution first order is low by about 3.5%, 5.5% and 2.7%. Relative to the tabulated Monte Carlo means, first order is low by 3.0%, 4.8% and 3.3%. In these three cases the error does not grow steadily with $\mu$. The ions differ at once in mass ratio, reduced energy and electronic share, so the comparison does not isolate a cause.

The full-angle equation reduces the error to about 1% or less for phosphorus and boron. For arsenic it replaces an error of $-3.0\%$ by one of $+2.7\%$, and the sampling statistics alone do not establish a gain. Against the direct solution of the balance the change for arsenic is from about $-3.5\%$ to $+2.1\%$, a modest gain, while phosphorus and boron agree to about 0.1% or better. The curvature of $R_p(E)$ is the only thing the full-angle equation drops from the balance, so it accounts for the arsenic remainder.

## The silicon process behind the numbers

Phosphorus at 100 keV is a plausible well implant, and a depth of roughly 0.1 µm is the right size. The Monte Carlo reference shares the model's potential, electronic stopping and random solid, so agreement with it is not agreement with experiment.

Depending on the ion, electronic stopping can matter as much as the deflection setting, or more. With first order and fitted nuclear stopping held fixed, raising $S_e$ by 20% lowers the depth by 2% for arsenic, 5% for phosphorus and 10% for boron. Lindhard–Scharff stopping is much too weak for boron in silicon. Its first-order depth of 399 nm is accordingly far from typical; a trial factor of 1.6 in $S_e$ brings it to 300 nm, near the rough real size of 0.3 µm.

The missing surface matters little here. In the Monte Carlo sample only eight of 4000 phosphorus ions crossed back through the entry plane, too few to fix the fraction well. Leaving them out moves the mean by 0.3 nm.

The assumption that a real wafer breaks most visibly is randomness, since a crystal has open channels. Lindhard's low-energy estimate, quoted here without derivation, gives a critical angle of about 3° for phosphorus along $\langle100\rangle$. A usual tilt of roughly 7° exceeds it, but ions can still be scattered into channels. The resulting deep tail, and its shift of the mean, are not calculated here.

## Choosing the setting

- **First order** suits quick estimates of mean depth when an underestimate of up to about 6% is acceptable. That figure covers the three 100 keV cases above; it is not a general bound.
- **Full angle** is worth its extra integrals when $R_p$ is nearly linear in energy. It removed nearly all of the error for phosphorus and boron, but only part of it for arsenic, where it overshoots by about 2%.
- **Monte Carlo** suits cases where the profile's shape matters: it samples the whole distribution of depths, while the range equation used here gives only a mean. The spread of phosphorus depths was 51 nm. A crystal calculation is needed for channelling.
- **Electronic stopping** should be settled before the deflection setting is refined in the case of boron: the trial factor moved its depth by 25%, the deflection setting by about 3%.

The numerical output below gives the first-order, full-angle and Monte Carlo values behind these comparisons.

## Table of computed values

```
Si density 49.94 nm^-3; mean flight 0.2716 nm; p_max 0.1532 nm
Ion energy 100 keV; stopping cutoff 50 eV
P: Z 15, mass 30.974 u; Si mass 28.086 u
P: mu 0.9068, gamma 0.9976, screening length 0.01267 nm
P: E/eps 50.203 keV; eps at 100 keV 1.9919
P: Se/sqrt(E) 0.8776 eV^0.5/nm
P: E keV | Sn eV/nm | Se eV/nm | path nm | Rp nm | path/Rp
  10 | 435.1 | 87.8 | 25.03 | 16.34 | 1.5320
  30 | 429.9 | 152.0 | 60.65 | 41.52 | 1.4606
  100 | 326.8 | 277.5 | 178.17 | 132.35 | 1.3462
P: forward-progress loss rate at 100 keV 0.001482 nm^-1
P: first-order mean cosine at 50 keV 0.8261
Last step of 25-step march: E eV | A nm/eV | B 1/eV | R nm
  73783.42 | 1.6712424e-03 | 3.6966134e-06 | 97.7304
  100000.00 | 1.6547821e-03 | 2.4516365e-06 | 132.3402
P: Rp nm by steps: 25: 132.3402, 50: 132.3442, 100: 132.3453, 400: 132.3456
P: adaptive solver 132.3456 nm; integral formula 132.3456 nm
March error ratio, 50 to 100 steps 3.947
Constant Sn, no Se, P: path/Rp first order 1.4534
T^(-3/2) law, P: full path/Rp 1.3200
T^(-3/2) law: (path/Rp - 1)/mu at mu=0.01 0.3333
Largest error of fitted Sn, eps 0.01 to 10: 3.54 %
Soft only (s2<0.05), P: theory 340.38 nm, MC 340.97 +- 0.94 nm
Soft only, cosine at 50 keV: theory 0.9080, MC 0.9087
Ranges in nm at 100 keV, all collisions:
ion | mu | first order, fitted Sn | same, integral Sn | exact angle | MC +- error
  As | 0.375 | 65.65 | 65.87 | 69.72 | 67.92 +- 0.38
  P | 0.907 | 132.35 | 132.86 | 140.76 | 139.61 +- 0.81
  B | 2.551 | 398.70 | 395.85 | 406.99 | 409.53 +- 1.78
ion | first-order error % (integral Sn) | exact-angle error % | MC spread nm
  As | -3.02 | 2.66 | 23.7
  P | -4.84 | 0.82 | 51.0
  B | -3.34 | -0.62 | 112.3
ion | Rp nm with Se x 1.2 | crossed entry plane % | mean depth of others nm
  As | 64.20 | 0.00 | 67.92
  P | 125.91 | 0.20 | 139.91
  B | 358.23 | 0.50 | 411.72
B: Rp with trial Se x 1.6: 299.51 nm
P: Rp change for cutoff 5 eV instead of 50 eV: 0.036 nm
P: estimated <100> channelling angle 3.15 degrees
```
